# Natural-Orbital Channels of the Orbital Interaction Energy: Sigma Donation and Pi Back-Donation

## Definitions and conventions

Two closed-shell fragments A and B are held in the geometry they have in the adduct AB. All orbitals are real. Matrices refer to the symmetrically orthogonalized atomic-orbital basis: if $S$ is the overlap matrix, orbital coefficients are multiplied by $S^{1/2}$, and operator matrices become $S^{-1/2}FS^{-1/2}$.

The $N$ doubly occupied orbitals of the separate fragments form the columns of $X$. Orbitals of different fragments overlap, so $X^TX\neq1$. The reference state is the determinant built from all of them. A determinant changes only by a factor when its occupied orbitals are mixed linearly, so we may use the orthonormal set $X(X^TX)^{-1/2}$. Its projector is

$$Q=X(X^TX)^{-1}X^T .\tag{1}$$

Let $P$ be the projector on the $N$ occupied orbitals of the self-consistent adduct. The spin-summed density matrices are $\gamma_0=2Q$ and $\gamma_1=2P$, and

$$\Delta=\gamma_1-\gamma_0=2D,\qquad D=P-Q .\tag{2}$$

The interaction energy at fixed fragment geometries splits into two parts:

$$\Delta E_{\rm int}=\big(E[\gamma_0]-E_A-E_B\big)+\Delta E_{\rm orb},\qquad \Delta E_{\rm orb}=E[\gamma_1]-E[\gamma_0].\tag{3}$$

The first part, the frozen term, holds electrostatics and Pauli repulsion. The second is the orbital interaction energy, which includes polarization within each fragment as well as transfer between them.

## The transition-state Fock matrix

Define $F[\gamma]$ as the derivative of the energy, so that $dE=\mathrm{tr}(F\,d\gamma)$. On the straight path $\gamma_0+\lambda\Delta$ put $e(\lambda)=E[\gamma_0+\lambda\Delta]$. Then $e'(\lambda)=\mathrm{tr}(\Delta F[\gamma_0+\lambda\Delta])$, and integration gives

$$\Delta E_{\rm orb}=\mathrm{tr}(\Delta\bar F),\qquad \bar F=\int_0^1F[\gamma_0+\lambda\Delta]\,d\lambda .\tag{4}$$

In Hartree-Fock theory, apart from the nuclear repulsion,

$$E[\gamma]=\mathrm{tr}(h\gamma)+\tfrac12\mathrm{tr}(\gamma G[\gamma]),\qquad F[\gamma]=h+G[\gamma],\tag{5}$$

where $G$, Coulomb plus exchange, is linear and satisfies $\mathrm{tr}(AG[B])=\mathrm{tr}(BG[A])$. Since $F$ is linear in $\lambda$, its average is its midpoint value:

$$\bar F=F\big[\tfrac12(\gamma_0+\gamma_1)\big].\tag{6}$$

This is the Ziegler-Rauk transition-state matrix. The "transition state" is a mean density matrix, not a saddle point on a reaction path.

For a Kohn-Sham functional, $F$ is not linear in the density. Expanding $e$ about $\lambda=\tfrac12$ with steps $\pm\tfrac12$, the even derivatives cancel in the difference:

$$e(1)-e(0)=e'(\tfrac12)+\tfrac1{24}e'''(\tfrac12)+\dots\tag{7}$$

The midpoint value therefore misses a term of third order in $\Delta$. Simpson's average $\tfrac16(F_0+4F_{1/2}+F_1)$ restores it, because $\tfrac16[e'(0)+4e'(\tfrac12)+e'(1)]=e'(\tfrac12)+\tfrac1{24}e'''(\tfrac12)+\dots$; its own error begins at fifth order.

## Why the natural orbitals come in pairs

The eigenvectors of $\Delta$ are the natural orbitals for chemical valence. To find their structure, introduce $C=P+Q-1$. With $P^2=P$ and $Q^2=Q$,

$$DC=PQ-QP,\qquad CD=QP-PQ,$$

$$D^2=P+Q-PQ-QP,\qquad C^2=1-P-Q+PQ+QP,$$

and hence

$$DC+CD=0,\qquad C^2+D^2=1 .\tag{8}$$

The second relation shows that the eigenvalues $v$ of $D$ obey $|v|\le1$. Let $D\psi_k=v_k\psi_k$ with $0<v_k<1$. The first relation gives $DC\psi_k=-CD\psi_k=-v_kC\psi_k$, and the second gives $|C\psi_k|^2=1-v_k^2$. So

$$\psi_{-k}=\frac{C\psi_k}{\sqrt{1-v_k^2}}\tag{9}$$

is a normalized eigenvector with eigenvalue $-v_k$. For $|v|=1$ the map fails, since $C\psi=0$. But $\mathrm{tr}D=N-N=0$ and all other eigenvalues cancel in pairs, so $+1$ and $-1$ occur equally often.

With $\nu_k=2v_k$, the eigenvalue of the spin-summed $\Delta$,

$$\Delta=\sum_{k>0}\Delta_k,\qquad \Delta_k=\nu_k\big(\psi_k\psi_k^T-\psi_{-k}\psi_{-k}^T\big).\tag{10}$$

Inserting this in (4) gives the channel decomposition

$$\Delta E_{\rm orb}=\sum_{k>0}\Delta E_k,\qquad \Delta E_k=\nu_k\big(\bar F_{kk}-\bar F_{-k,-k}\big).\tag{11}$$

## A channel is a rotation of one orbital

From $C-D=2Q-1$ we have $Q=\tfrac12(1+C-D)$. Since $C\psi_k$ is orthogonal to $\psi_k$,

$$|Q\psi_k|^2=\psi_k^TQ\psi_k=\tfrac12(1-v_k).\tag{12}$$

Let $\varphi_k$ be the normalized part $Q\psi_k$, which is occupied in the reference, and $\chi_k$ the normalized part $(1-Q)\psi_k$, which is empty there. Then

$$\psi_k=\sqrt{\tfrac{1-v_k}{2}}\,\varphi_k+\sqrt{\tfrac{1+v_k}{2}}\,\chi_k .\tag{13}$$

For the partner, $C=D+2Q-1$ gives $C\psi_k=(1+v_k)Q\psi_k-(1-v_k)(1-Q)\psi_k$. Division by $\sqrt{1-v_k^2}$ yields

$$\psi_{-k}=\sqrt{\tfrac{1+v_k}{2}}\,\varphi_k-\sqrt{\tfrac{1-v_k}{2}}\,\chi_k .\tag{14}$$

Substitute (13) and (14) into (10). The coefficient of $\varphi_k\varphi_k^T$ in the bracket is $\tfrac12(1-v_k)-\tfrac12(1+v_k)=-v_k$, that of $\chi_k\chi_k^T$ is $+v_k$, and the two cross terms add to $\sqrt{1-v_k^2}$. Therefore

$$\Delta_k=2v_k^2(\chi_k\chi_k^T-\varphi_k\varphi_k^T)+2v_k\sqrt{1-v_k^2}\,(\varphi_k\chi_k^T+\chi_k\varphi_k^T).\tag{15}$$

With $v_k=\sin\theta_k$ this is the change produced when the doubly occupied $\varphi_k$ is replaced by $\cos\theta_k\varphi_k+\sin\theta_k\chi_k$. The $\theta_k$ are the principal angles between the two occupied spaces.

Equation (15) separates two quantities. The population promoted from $\varphi_k$ to $\chi_k$ is $2v_k^2=\nu_k^2/2$. The eigenvalue $\nu_k$ is larger, because it also measures the interference term $\varphi_k\chi_k$, which rearranges density in space but integrates to zero.

The weak-coupling limit shows the difference. Suppose that $\bar F$ does not depend on the rotation, and write $g=\bar F_{\chi\chi}-\bar F_{\varphi\varphi}>0$ and $f=\bar F_{\varphi\chi}$, with the sign of $\chi$ chosen so that $f<0$. For small $v$, (15) gives $\Delta E\approx2gv^2+4fv$. The minimum lies at $v=-f/g$, so

$$\nu\approx\frac{2|f|}{g},\qquad \frac{\nu^2}{2}\approx\frac{2f^2}{g^2},\qquad \Delta E\approx-\frac{2f^2}{g}.\tag{16}$$

The eigenvalue is of first order in the coupling; the promoted population and the energy are of second order. These orders carry over to a molecule, but the prefactors do not: the response of the Fock matrix, $\tfrac12\mathrm{tr}(\Delta G[\Delta])$, is of the same order as the energy. In the example below, (16) with the starting Fock matrix gives $\nu=0.38$ for the leading channel, against the actual 0.53. In the opposite limit, $v\to1$, equations (13) and (14) give $\psi_k\to\chi_k$ and $\psi_{-k}\to\varphi_k$: a full electron pair is promoted, and $\nu$ and $\nu^2/2$ both equal 2.

## Separating sigma from pi

Let the adduct and both fragments share a threefold axis, with rotation matrix $R$, $R^3=1$ and $R^2=R^T$. If both determinants have this symmetry, $R$ commutes with $P$ and $Q$, and for Hartree-Fock also with $\bar F$. The projectors

$$\Pi_\sigma=\tfrac13(1+R+R^T),\qquad \Pi_\pi=1-\Pi_\sigma\tag{17}$$

split $\Delta$ into $\Delta_\sigma+\Delta_\pi$ without cross terms, and

$$\Delta E_\sigma=\mathrm{tr}(\Delta_\sigma\bar F),\qquad \Delta E_\pi=\mathrm{tr}(\Delta_\pi\bar F).\tag{18}$$

These traces do not depend on how orbitals are chosen within a block. Here "sigma" means invariant under the rotation, and "pi" means the degenerate species, which includes the matching combinations of B–H bonds. A normalized sigma orbital has $\psi^TR\psi=1$. For a pi orbital, $\Pi_\sigma\psi=0$ gives $1+2\psi^TR\psi=0$, so $\psi^TR\psi=-\tfrac12$. In an adduct without such symmetry, (11) still holds, but its channels may mix sigma and pi character.

The two energies in (18) are not energies of independent processes. Assume that each species has equally many occupied orbitals before and after, so that $\gamma_0+\Delta_\sigma$ again describes a determinant of $N$ pairs. In Hartree-Fock theory, (5) and (6) give

$$\Delta E_\sigma=\underbrace{\mathrm{tr}(\Delta_\sigma F[\gamma_0])+\tfrac12\mathrm{tr}(\Delta_\sigma G[\Delta_\sigma])}_{E[\gamma_0+\Delta_\sigma]-E[\gamma_0]}+\tfrac12W,\qquad W=\mathrm{tr}(\Delta_\sigma G[\Delta_\pi]).\tag{19}$$

Exchanging the labels gives the same $\tfrac12W$ in $\Delta E_\pi$. The transition-state matrix thus divides the coupling equally between the blocks.

## Finding the direction of flow

Symmetry does not distinguish donation from polarization. For that, the orbitals need fragment labels. We orthogonalize the occupied fragment orbitals symmetrically, project them out of the virtual ones, and orthogonalize the latter symmetrically too. Let $\Pi_B$ project on all orbitals labelled B, and let $w(\varphi)=\varphi^T\Pi_B\varphi$. Because $\Pi_B$ does not mix the occupied and virtual spaces, $\varphi_k^T\Pi_B\chi_k=0$. The interference term in (15) drops out, and the charge gained by B, counted in electrons, is

$$q_k=\mathrm{tr}(\Pi_B\Delta_k)=\frac{\nu_k^2}{2}\big[w(\chi_k)-w(\varphi_k)\big].\tag{20}$$

Donation from B needs $w(\varphi_k)$ near 1 and $w(\chi_k)$ near 0; back-donation needs the reverse. If the weights are equal, no net charge passes. These numbers depend on the orthogonalization convention, unlike (18). The interference term integrates to zero over all space, but it can still move density from the region of one fragment to that of the other. Equation (20) does not count this shift, so a partition of the density in space can give quite different charges.

## Worked example: H₃B–CO

Take A = BH₃ and B = CO in a fixed geometry of round values: B–C 1.55 Å, C–O 1.13 Å, B–H 1.21 Å and angle H–B–C 104°. The def2-SVP basis has 57 functions, and there are 11 doubly occupied orbitals. The numerical output gives the full data. At the Hartree-Fock level,

$$\Delta E_{\rm orb}=-139.03011+138.88139=-0.14872\ \text{hartree},$$

or $-93.3$ kcal/mol. With the frozen term of $+71.9$ kcal/mol, the interaction energy is $-21.4$ kcal/mol. It omits the energy needed to deform the fragments. Each fragment was computed in its own basis, so basis-set superposition also contributes: with the fragments computed in the full basis of the adduct, the interaction energy is $-20.6$ and the orbital term $-94.7$ kcal/mol. The values below are not converged with respect to the basis. In def2-TZVP the frozen term is $+75.1$, the orbital term $-95.7$ (sigma $-76.0$, pi $-19.7$), the coupling $W$ is $-11.8$ and the interaction energy $-20.6$ kcal/mol; the leading $\nu$ is 0.541 and the pi share stays near 21%.

The choice of Fock matrix matters. The trace $\mathrm{tr}(\Delta F)$ is $-43.0$ kcal/mol with the starting matrix and $-143.6$ with the final one; their mean is $-93.3$, as (6) requires. Their difference, $\mathrm{tr}(\Delta G[\Delta])=-100.6$ kcal/mol, is negative. The Coulomb part of this quantity is twice the electrostatic self-repulsion energy of the deformation density and cannot be negative, so exchange outweighs it here.

**Sigma.** The leading channel has $\nu=0.532$ and energy $-68.1$ kcal/mol. Its rotation angle is $\arcsin(0.266)\approx15^\circ$. The CO weight is 0.872 in $\varphi$ and 0.162 in $\chi$, so by (20)

$$q=\frac{0.532^2}{2}(0.162-0.872)\approx-0.10 .$$

With these fragment labels CO loses about 0.10 electron, although $\nu$ exceeds one half. This is donation from CO to BH₃. How much BH₃ character the donor orbital has depends on the labels. A second sigma channel, $-4.9$ kcal/mol, starts mainly on BH₃ and moves almost no net charge. The sigma total, $-73.4$ kcal/mol, is therefore not purely donation.

**Pi.** Two degenerate channels have $\nu=0.286$ and $-9.6$ kcal/mol each. With the same labels, their donor orbitals lie 99% on BH₃ and their acceptors 90% on CO, and each channel gives CO about $0.041\times0.895\approx0.037$ electron. This is back-donation, from orbitals of B–H bonding symmetry. The pi total is $-19.9$ kcal/mol, or 21% of the orbital term.

Over all channels, with the same labels, CO loses 0.096 electron through sigma and gains 0.072 through pi. These two charges differ in size by a factor of 1.3, the energies by a factor of 3.7. Since the charges depend on how the fragment orbitals are labelled, their ratio should not be read as a ratio of bonding contributions. They also depend on the basis: in def2-TZVP the same labels give 0.070 and 0.059 electron, and the CO weights of the leading sigma and pi acceptors become 0.37 and 0.77. Mulliken populations in def2-SVP give 0.50 and 0.20 electron, Löwdin populations 0.25 and 0.16. The directions of flow are the same in all these cases; the sizes are not.

**Coupling.** Applied alone to the reference, the sigma change gives $-67.7$ kcal/mol and the pi change $-14.2$. The remainder is $W=-11.5$ kcal/mol, and

$$-67.7-5.7=-73.4,\qquad -14.2-5.7=-19.9 .$$

Each change makes the other more favourable. Opposite directions of charge flow are a plausible cause, but this is a conjecture: $W$ was not resolved further. More than a quarter of the pi energy is its half of the coupling.

**Constrained calculations.** The direction can be examined without natural orbitals, by reoptimizing the adduct with some of the orthogonalized fragment orbitals frozen or deleted. The costs, like the charges, rest on the fragment labels, which depend on the orthogonalization convention and on the basis. The energy costs in kcal/mol are:

| Constraint | Sigma | Pi |
|---|---:|---:|
| Freeze occupied CO | 68.0 | 1.3 |
| Freeze occupied BH₃ | 15.0 | 22.1 |
| Delete virtual CO | 26.5 | 21.4 |
| Delete virtual BH₃ | 69.2 | 6.8 |

In this basis the sigma stabilization depends mainly on occupied CO and virtual BH₃ orbitals, the pi stabilization on occupied BH₃ and virtual CO orbitals. The smaller entries show that other relaxation is present, and the costs are not additive.

The cost of 22.1 exceeds the pi energy of 19.9. There is no contradiction. The state $\gamma_0+\Delta_\sigma$, with every pi orbital left as in the reference, satisfies the constraint and lies $93.32-67.66\approx25.7$ kcal/mol above the adduct. The constrained minimum cannot lie higher. This limit contains the whole of $W$, whereas $\Delta E_\pi$ contains half of it.

**PBE.** With this functional the orbital term is $-116.2$ kcal/mol, split into $-83.0$ for sigma and $-33.2$ for pi. The pi share rises to 29%, so the balance depends on the electronic-structure method; these calculations do not identify the cause. The midpoint matrix gives an orbital term too negative by 0.29 kcal/mol, 0.25% of its size. Simpson's average reduces the error to 0.007 kcal/mol, in line with (7). For this adduct the midpoint error is far smaller than the difference between the two methods.

## Numbers as computed

```
B-C, C-O, B-H lengths: 1.55, 1.13, 1.21 angstrom
angle H-B-C: 104.0 degree
basis functions: 57, doubly occupied orbitals: 11
1 hartree = 627.5095 kcal/mol
Hartree-Fock/def2-SVP
E(BH3) = -26.350250 hartree
E(CO) = -112.645712 hartree
E(start) = -138.881390 hartree
E(adduct) = -139.030110 hartree
frozen term = 71.90 kcal/mol
orbital term = -0.148720 hartree = -93.32 kcal/mol
interaction energy = -21.43 kcal/mol
trace with starting Fock matrix = -43.01 kcal/mol
trace with final Fock matrix = -143.64 kcal/mol
trace with midpoint Fock matrix = -93.32 kcal/mol
channels: nu (e), C3 character, energy (kcal/mol),
  CO weight of donor, CO weight of acceptor, charge gained by CO (e)
  1: 0.5317 +1.000   -68.06 0.872 0.162 -0.1003
  2: 0.2863 -0.500    -9.61 0.007 0.902 +0.0367
  3: 0.2863 -0.500    -9.61 0.007 0.902 +0.0367
  4: 0.1257 +1.000    -4.87 0.135 0.634 +0.0039
  5: 0.0396 -0.500    -0.36 0.993 0.177 -0.0006
remaining channels together = -0.82 kcal/mol
sigma total = -73.39 kcal/mol, share 78.6 %
pi total = -19.93 kcal/mol, share 21.4 %
sigma change alone = -67.66 kcal/mol
pi change alone = -14.20 kcal/mol
sigma-pi coupling W = -11.46 kcal/mol
charge gained by CO, sigma = -0.0964 e
charge gained by CO, pi = +0.0721 e
sigma, BH3: freezing occupied costs 15.03 kcal/mol, deleting virtual costs 69.21 kcal/mol
sigma, CO: freezing occupied costs 68.03 kcal/mol, deleting virtual costs 26.51 kcal/mol
pi, BH3: freezing occupied costs 22.14 kcal/mol, deleting virtual costs 6.75 kcal/mol
pi, CO: freezing occupied costs 1.28 kcal/mol, deleting virtual costs 21.41 kcal/mol
PBE/def2-SVP
orbital term = -116.20 kcal/mol
sigma total = -83.04 kcal/mol
pi total = -33.15 kcal/mol
midpoint rule error = -0.2860 kcal/mol
Simpson rule error = 0.00742 kcal/mol
three-point Gauss rule error = -0.000102 kcal/mol
```
